# Eliminating charge-transfer states from a Frenkel chain: the short-range exciton coupling, part 2

In a stack of molecules, a singlet exciton moves through the Coulomb coupling $J$ and, when orbitals overlap, through virtual charge-transfer (CT) states. What does the second route add to $J$, with what sign, and how far does a single number describe it? Units are Rydberg atomic units ($e^2=2$, bohr, Ry).

Molecule $n$ has real HOMO $H_n$ and LUMO $L_n$; $|m,n\rangle$ has its hole on $m$ and electron on $n$, and $c_{nn}$ is the amplitude of $|n,n\rangle$. Orbitals are translated copies, so transition dipoles are equal; those of CT states vanish. With Fock matrix $F$ and zero differential overlap between molecules (section 1),
$$t_e=+F_{L_nL_{n+1}},\qquad t_h=-F_{H_nH_{n+1}},\qquad J=2(H_nL_n|H_{n+1}L_{n+1}).$$
Otherwise Frenkel-CT elements acquire terms such as $-(H_nH_n|L_nL_{n+1})$. Also $U=(H_nH_n|L_nL_n)$ and $V=(H_nH_n|L_{n+1}L_{n+1})$.

Frenkel states lie at $E_F$, nearest CT states at $E_{CT}=E_F+\Delta$, and those of separation $r$ at $E_F+\Delta_r$. Second order gives
$$J_{CT}=-\frac{2t_et_h}{E_{CT}-E_F}.$$

**Dimer (section 2).** $F_\pm=(|1,1\rangle\pm|2,2\rangle)/\sqrt2$ give two $2\times2$ problems, with diagonal $E_F\pm J$ and $E_{CT}$, coupling $t_e\pm t_h$, and Frenkel-like roots $E_\pm$.

**Ring of $N$ molecules (section 4).** For wavevector $k$, $\epsilon_k=E_F+2J\cos k$ and
$$|V_k|^2=A+B\cos k,\qquad A=2(t_e^2+t_h^2),\quad B=4t_et_h.$$
With nearest CT states only, the roots $E_\pm(k)$ obey, for $x=E_{CT}-E$,
$$E=E_F-\frac Ax+\cos k\left(2J-\frac Bx\right).$$
The band is flat at $E^*=E_F-A/x^*$ when $J=J^*=B/(2x^*)$, with $x^*=\Delta/2+\sqrt{\Delta^2/4+A}$. The Frenkel weight is $Z_k\approx1-|V_k|^2/\Delta^2$.

**Corrections (section 5).** $E(k)=h_0+2h_1\cos k+2h_2\cos2k+\dots$, with
$$h_0-E_F=-\frac A\Delta-\frac{BJ}{\Delta^2}+\kappa\Big(A^2+\frac{B^2}2\Big)-\frac{2AJ^2}{\Delta^3},$$
$$h_1=J+J_{CT}-\frac{AJ}{\Delta^2}+\kappa AB-\frac{3BJ^2}{2\Delta^3},$$
$$h_2=-\frac{BJ}{2\Delta^2}+\frac{\kappa B^2}4-\frac{AJ^2}{\Delta^3},$$
where $\kappa=\frac1{\Delta^3}-\frac1{2\Delta^2\Delta_2}$; $\Delta_2\to\infty$ returns the nearest-CT model. Only nearest-neighbour Coulomb coupling is kept.

## 6. Which sign is physical

Reverse the sign of $L_{n+1}$ in the dimer. Then $t_e$, $J$ and the dipole of $n+1$, each linear in $L_{n+1}$, change sign. Reversing $H_{n+1}$ changes $t_h$, $J$ and the dipole. In both cases $J$ and $J_{CT}$ flip together, and the bright combination changes from $F_+$ to $F_-$. The sign of $t_et_h$ therefore has meaning relative to the phase choice that fixes the dipoles, while the product $Jt_et_h$ is invariant. $J_{CT}$ reinforces $J$ when $Jt_et_h/\Delta<0$ and opposes it when $Jt_et_h/\Delta>0$. All sixteen sign choices of the dimer of section 8 gave the same product and the same bright-dark splitting.

With equal dipoles and a ring small compared with the wavelength, the dipole of an eigenstate is proportional to $\sum_nc_{nn}$, which vanishes for $k\neq0$. At leading order $E(0)-E(\pi)=4(J+J_{CT})$. As long as this term dominates the higher harmonics, a positive value puts the bright state at the top of the band (H-type), a negative value at the bottom (J-type). With nearest CT states only, each root $E_\pm(k)$ is either flat or monotonic in $\cos k$, so the bright state lies at an edge of a Frenkel-like band that is not flat and stays on one root: in the equation for $E$ of section 4, a vanishing derivative with respect to $\cos k$ requires $2J=B/x$ and hence $E=E_F-A/x$, which are the flat-band conditions. With CT states of separation two included, the $h_2$ term of section 5 can, where $J$ and $J_{CT}$ nearly cancel, move a band edge to a $k$ between $0$ and $\pi$, and the bright state need not lie at an edge. Its strength carries the weight $Z_0\approx1-(A+B)/\Delta^2=1-2(t_e+t_h)^2/\Delta^2$. For $\Delta>0$, equal signs of $t_e$ and $t_h$ thus both push the band towards J-type and give the larger loss of weight.

## 7. A ring with numbers

Round model parameters: $N=12$, $E_F=0.16$, $E_{CT}=0.21$, $\Delta=0.050$, $t_e=0.005$, $t_h=\pm0.004$ Ry. Then $A=2(25+16)\times10^{-6}=8.2\times10^{-5}$ and $B=\pm8.0\times10^{-5}$ Ry$^2$, and
$$J_{CT}=\mp\frac{2\times0.005\times0.004}{0.050}=\mp8.0\times10^{-4}\ {\rm Ry}=\mp10.9\ {\rm meV}.$$
The table lists $h_1$ in units of $10^{-4}$ Ry. "Diag." means diagonalization of the model with nearest CT states.

| case | $t_h$ (Ry) | $J$ | 2nd order | 4th order | diag. |
|---|---|---|---|---|---|
| reinforce | $-0.004$ | 8 | 16.00 | 15.22 | 15.31 |
| cancel | $+0.004$ | 8 | 0 | 0.256 | 0.239 |
| overturn | $+0.004$ | 4 | $-4.00$ | $-3.61$ | $-3.64$ |

In the reinforcing case the coupling is 20.8 meV, and second order exceeds the diagonalized value by 4.5% of it. The bright state is the top of the band, $E(0)-E(\pi)=6.13\times10^{-3}$ Ry against $6.40\times10^{-3}$ at second order, with weight 0.9991, close to one because $t_e+t_h=0.001$ Ry is small. In the overturned case a positive Coulomb coupling ends as $-4.96$ meV and the bright state is the bottom of the band. Second order is there 10% larger in magnitude than the diagonalized value.

In the cancelling case the printed second-order value, of order $10^{-19}$ Ry, is rounding error on zero. The remainder follows from section 5 with $\kappa=1/\Delta^3$: $-AJ/\Delta^2=-2.624\times10^{-5}$, $AB/\Delta^3=5.248\times10^{-5}$ and $-3BJ^2/2\Delta^3=-0.061\times10^{-5}$, in sum $2.563\times10^{-5}$ Ry, against $2.39\times10^{-5}$ Ry (0.33 meV) from diagonalization. The bandwidth is $9.6\times10^{-5}$ Ry, 3% of the pure Coulomb width $4J$. The flat band lies nearby: $x^*=0.025+\sqrt{6.25\times10^{-4}+8.2\times10^{-5}}=0.051589$ Ry, $E^*=0.158411$ Ry and $J^*=4.0\times10^{-5}/0.051589=7.754\times10^{-4}$ Ry $=10.55$ meV, where the diagonalized width tested below $10^{-13}$ Ry. Near that point $\partial E/\partial\epsilon_k=Z_k$ by the Hellmann-Feynman theorem, so $E(k)\approx E^*+2(J-J^*)Z_k\cos k$. The $B\cos k$ part of $Z_k$ feeds $h_0$ and $h_2$, which leaves $h_1\approx(J-J^*)(1-A/\Delta^2)=2.465\times10^{-5}\times0.967=2.38\times10^{-5}$ Ry, in line with diagonalization. The bright weight is 0.9425, against $1-2(0.009)^2/0.0025=0.9352$.

With all CT separations, $\Delta_r=\Delta+0.04(1-1/r)$ Ry (the coefficient, printed as U in the output, plays the part of $V$ for an attraction $V/r$ and is not the $U$ of section 1) and $\Delta_2=0.070$ Ry, $\kappa$ drops from $8000$ to $8000-2857=5143$ Ry$^{-3}$. The term $\kappa AB$ becomes $3.374\times10^{-5}$ Ry and the cancelling case gives $h_1=0.69\times10^{-5}$ Ry, against $0.71\times10^{-5}$ from diagonalization. The residue of the cancellation depends on states that $J_{CT}$ does not see. For $\Delta=-0.050$ Ry, $J=0$ and $t_h=+0.004$ Ry the sign reverses: $J_{CT}=+8.0\times10^{-4}$ Ry, diagonalized $7.53\times10^{-4}$ Ry.

## 8. Where the sign comes from: a slipped dimer

Each molecule has two sites at $\mp b/2$ on its axis, with $H=(1,1)/\sqrt2$ and $L=(-1,1)/\sqrt2$. The second molecule is at stacking distance $d$, slipped by $s$ along the axis. The hopping between sites with lateral offset $u$ is $\beta(u)=\beta_0e^{-[r(u)-d]/\lambda}$, $r(u)=\sqrt{d^2+u^2}$, $\beta_0<0$. The offsets are $s$ for the two pairs of like sites and $s\pm b$ for the crossed pairs. The coefficient products are $+\frac12$ throughout for $H$, and $+\frac12$ (like), $-\frac12$ (crossed) for $L$:
$$t_e=\beta(s)-\tfrac12[\beta(s-b)+\beta(s+b)],\qquad t_h=-\beta(s)-\tfrac12[\beta(s-b)+\beta(s+b)].$$
With transition densities condensed on sites, $J=2e^2\sum_{\mu\nu}H_\mu L_\mu H_\nu L_\nu/r_{\mu\nu}$ and $H_\mu L_\mu=\mp\frac12$, so the prefactor is $2\cdot2\cdot\frac14=1$:
$$J=\frac2{r(s)}-\frac1{r(s-b)}-\frac1{r(s+b)} ,$$
unscreened. The intermolecular HOMO-LUMO elements are ignored in these formulas. With intramolecular hopping $-0.2$ Ry, orbitals projected from the occupied and empty spaces of the four-site problem gave Fock elements within $10^{-4}$ Ry of $t_e$ and $t_h$ at the five slips below. This covers the one-electron part only. The projected orbitals mix $H$ of one molecule with $L$ of the other, by up to about $0.02$ here, and the Frenkel-CT elements then acquire two-electron terms of the kind named in section 1, of the size of this mixing times charge-dipole integrals such as $(H_1H_1|H_2L_2)\approx0.02$ Ry. They vanish at $s=0$ and reach about $10^{-3}$ Ry near $s=3.5$ bohr, comparable to $t_e$ there. The table leaves them out.

Since $\beta<0$ and $H$ has no node along the axis, $t_h>0$ at every slip. For translated $\pi$ orbitals stacked face to face $\beta_0$ is positive; $t_e$ and $t_h$ then both reverse and $J_{CT}$ is unchanged. A HOMO with nodes along the slip direction would let $t_h$ change sign with slip as well. Both $t_e$ and $J$ are second differences, because $L$ has a node. For small $b$, $t_e\approx-\frac12b^2\beta''(s)$ and $J\approx-b^2(1/r)''$. From $r'=s/r$, $(1/r)''=(2s^2-d^2)/r^5$, so $J\approx b^2(d^2-2s^2)/r^5=e^2\mu^2(1-3s^2/r^2)/r^3$ with $\mu=b/\sqrt2$, the point-dipole form (tested at large distance), which vanishes at $s=d/\sqrt2$. From $\beta'=-\beta s/\lambda r$, $\beta''=\beta[s^2/\lambda^2r^2-d^2/\lambda r^3]$, which vanishes at $s^2r=\lambda d^2$. The function $s^2r$ increases with $s$ and equals $\sqrt{3/8}\,d^3$ at $s=d/\sqrt2$, so for small $b$ and $\lambda<\sqrt{3/8}\,d$ the sign change of $t_e$ comes first.

Take $b=2.6$, $d=6.5$, $\lambda=1$ bohr, $\beta_0=-0.02$ Ry, and $\Delta=0.1$ Ry held fixed although $V$ would vary with slip. Energies are in $10^{-3}$ Ry, and the last column is half the bright-dark splitting of the four-state dimer.

| $s$ (bohr) | $t_e$ | $t_h$ | $J$ | $J_{CT}$ | sum | diag. |
|---|---|---|---|---|---|---|
| 0.0 | $-7.88$ | 32.12 | 22.01 | 5.06 | 27.07 | 24.52 |
| 2.0 | $-2.76$ | 26.85 | 15.31 | 1.48 | 16.79 | 15.71 |
| 3.5 | 2.02 | 18.57 | 6.34 | $-0.75$ | 5.59 | 5.43 |
| 4.5 | 3.15 | 12.96 | 1.43 | $-0.82$ | 0.61 | 0.62 |
| 6.0 | 2.56 | 6.39 | $-2.99$ | $-0.33$ | $-3.32$ | $-3.30$ |

Here $t_e$ vanishes at $s=2.75$ bohr and $J$ at 4.87 bohr (the point-dipole value is 4.60 bohr). The rows below the first zero have both couplings positive, those between the zeros have them opposed, and the last has both negative. The sum vanishes at 4.664 bohr, where $2\times0.00319\times0.01211/0.1=0.00077$ Ry equals $J$, and diagonalization puts the null at 4.668 bohr. The CT route moves the H-to-J crossover by 0.2 bohr in this model. The size of this shift depends on the neglect of HOMO-LUMO mixing: with the two-electron terms it generates, for intramolecular hopping $-0.2$ Ry, the zero of $t_e$ lies near 3.2 bohr and the null near 4.8 bohr, a shift of about 0.1 bohr.

The first row shows the formula outside its range: the sum exceeds the diagonalized value by 0.00255 Ry, half of $J_{CT}$ itself. The dimer's third-order term, from expanding $-(t_e\pm t_h)^2/(\Delta\mp J)$, is $-J(t_e^2+t_h^2)/\Delta^2=-0.02201\times0.109=-0.0024$ Ry, and its closeness to the full discrepancy is a cancellation. With $t_h/\Delta=0.32$ and $J/\Delta=0.22$ the fourth-order term, $[(t_e+t_h)^4-(t_e-t_h)^4]/2\Delta^3-2t_et_hJ^2/\Delta^3=-0.0011+0.0002=-0.0009$ Ry, is offset by $+0.0007$ Ry from higher orders, so the two-level roots should be used. With diagonal $\pm J$ and $\Delta$, and couplings $t_e+t_h=0.02424$ and $t_e-t_h=-0.04000$ Ry,
$$E_+-E_F=0.06101-\sqrt{0.03900^2+0.02424^2}=0.01509,$$
$$E_--E_F=0.03900-\sqrt{0.06101^2+0.04000^2}=-0.03395,$$
and the half-difference is 0.02452 Ry, the tabulated value. The net gain over $J$ alone is 0.0025 Ry: the CT states add a transfer route and at the same time remove Frenkel weight from the Coulomb route.

## Numbers as computed

```
1 Ry = 13605.69 meV
ring N=12 EF=0.16 Ry ECT=0.21 Ry D=0.050 Ry te=0.005 Ry
distant CT: D_r = D+U(1-1/r), U=0.04 Ry, D2=0.070 Ry
[reinforce] th=-0.004 Ry J=0.0008 Ry A=8.200e-05 B=-8.000e-05 Ry^2
  JCT=8.0000e-04 Ry = 10.88 meV; J+JCT=1.6000e-03 Ry
  coupling: 4th order 1.5219e-03 Ry, exact 1.5310e-03 Ry = 20.83 meV
  coupling with all CT separations 1.5457e-03 Ry, 4th order 1.5406e-03 Ry
  shift: 2nd -1.6400e-03, 4th -1.5358e-03, exact -1.5473e-03 Ry
  second neighbour: 4th 2.518e-05, exact 2.112e-05 Ry
  E(0)-E(pi): 2nd 6.4000e-03, exact 6.1274e-03 Ry; width 6.1274e-03 Ry
  E(0)=0.161559 Ry; bright Frenkel weight: 2nd 0.9992, exact 0.9991
[cancel] th=0.004 Ry J=0.0008 Ry A=8.200e-05 B=8.000e-05 Ry^2
  JCT=-8.0000e-04 Ry = -10.88 meV; J+JCT=-2.1684e-19 Ry
  coupling: 4th order 2.5626e-05 Ry, exact 2.3926e-05 Ry = 0.33 meV
  coupling with all CT separations 7.0805e-06 Ry, 4th order 6.8827e-06 Ry
  shift: 2nd -1.6400e-03, 4th -1.5870e-03, exact -1.5902e-03 Ry
  second neighbour: 4th -4.198e-07, exact -3.492e-07 Ry
  E(0)-E(pi): 2nd -8.6736e-19, exact 9.5724e-05 Ry; width 9.5724e-05 Ry
  E(0)=0.158457 Ry; bright Frenkel weight: 2nd 0.9352, exact 0.9425
[overturn] th=0.004 Ry J=0.0004 Ry A=8.200e-05 B=8.000e-05 Ry^2
  JCT=-8.0000e-04 Ry = -10.88 meV; J+JCT=-4.0000e-04 Ry
  coupling: 4th order -3.6079e-04 Ry, exact -3.6447e-04 Ry = -4.96 meV
  coupling with all CT separations -3.8075e-04 Ry, 4th order -3.7954e-04 Ry
  shift: 2nd -1.6400e-03, 4th -1.5736e-03, exact -1.5790e-03 Ry
  second neighbour: 4th 6.295e-06, exact 5.244e-06 Ry
  E(0)-E(pi): 2nd -1.6000e-03, exact -1.4583e-03 Ry; width 1.4583e-03 Ry
  E(0)=0.157702 Ry; bright Frenkel weight: 2nd 0.9352, exact 0.9441
flat band: ECT-E*=0.051589 Ry E*=0.158411 Ry J*=7.7535e-04 Ry = 10.55 meV
CT below (D=-0.050 Ry, J=0, th=0.004 Ry): JCT=8.0000e-04, exact 7.5308e-04 Ry
dimer b=2.6 d=6.5 lambda=1.0 bohr beta0=-0.02 beta_intra=-0.2 D=0.1 Ry
s(bohr) te th J JCT J+JCT exact (Ry)
  0.0 -0.00788 +0.03212 +0.02201 +0.00506 +0.02707 +0.02452
  2.0 -0.00276 +0.02685 +0.01531 +0.00148 +0.01679 +0.01571
  3.5 +0.00202 +0.01857 +0.00634 -0.00075 +0.00559 +0.00543
  4.5 +0.00315 +0.01296 +0.00143 -0.00082 +0.00061 +0.00062
  6.0 +0.00256 +0.00639 -0.00299 -0.00033 -0.00332 -0.00330
transition dipole b/sqrt2=1.8385 e bohr; point-dipole zero d/sqrt2=4.596 bohr
slip te=0: 2.750 bohr; slip J=0: 4.873 bohr
slip J+JCT=0: 4.664 bohr; exact null: 4.668 bohr
at null: te=0.00319 th=0.01211 J=0.00077 Ry
```
